# Spin waves, Goldstone modes and moment reduction of the 120-degree triangular antiferromagnet

## Problem

Spins of length \(S\) sit on a triangular lattice and interact through

\[
H=J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j ,\qquad J>0,
\]

where each nearest-neighbour bond is counted once. Set \(\hbar=1\) and the lattice spacing \(a=1\). Let \(\mathbf a_1=(1,0)\), \(\mathbf a_2=(-\tfrac12,\tfrac{\sqrt3}{2})\) and \(\mathbf a_3=-\mathbf a_1-\mathbf a_2\); the six neighbours of a site lie at \(\pm\mathbf a_n\).

To leading order in \(1/S\) and at zero temperature, find the spin-wave spectrum about the classical ground state, all the wavevectors where it vanishes, and the amount \(\Delta S\) by which quantum fluctuations shorten the ordered moment.

**Classical state.** Each bond belongs to two elementary triangles, so

\[
H=\frac J4\sum_{\text{triangles}}\left(|\mathbf S_1+\mathbf S_2+\mathbf S_3|^2-3S^2\right)
\]

for classical spins. The energy is lowest when every triangle sum vanishes, which places the three spins of a triangle at 120 degrees to each other in one plane. Neighbouring triangles share two spins, which fix the third, so the whole pattern follows from one triangle. With two triangles per site, the energy is \(-\tfrac32JS^2\) per site. We choose the \(xy\) plane and the angle

\[
\theta_i=\mathbf K\cdot\mathbf r_i,\qquad \mathbf K\cdot\mathbf a_1=\mathbf K\cdot\mathbf a_2=\frac{2\pi}{3}.
\]

Along \(\mathbf a_3\) the angle changes by \(-4\pi/3\), which is again \(2\pi/3\) modulo \(2\pi\).

## A tempting solution

Give each site its own axes, with local \(z\) along the classical spin. In these axes all spins are parallel. Neighbours differ by 120 degrees, so it seems that each bond becomes \(\cos120^\circ\,\mathbf S_i\cdot\mathbf S_j=-\tfrac12\mathbf S_i\cdot\mathbf S_j\), apart from sine terms that do not matter at quadratic order.

Now introduce bosons with \(n_i=a_i^\dagger a_i\):

\[
S^z_i=S-n_i,\quad
S^x_i\approx\sqrt{\tfrac S2}\,(a_i+a_i^\dagger),\quad
S^y_i\approx-i\sqrt{\tfrac S2}\,(a_i-a_i^\dagger).
\]

Since \(S^x_iS^x_j+S^y_iS^y_j=S(a_i^\dagger a_j+a_j^\dagger a_i)\), a bond gives

\[
J\left[-\tfrac12S^2+\tfrac S2(n_i+n_j)-\tfrac S2(a_i^\dagger a_j+a_j^\dagger a_i)\right].
\]

Each site has six bonds. With

\[
\gamma_{\mathbf k}=\frac13\sum_{n=1}^3\cos(\mathbf k\cdot\mathbf a_n),
\]

the Fourier transform gives \(\omega=3JS(1-\gamma_{\mathbf k})\). This has one zero, at \(\mathbf k=0\), and no pair-creation terms. The boson vacuum is then the ground state and \(\Delta S=0\).

## Where it fails

Tilt every spin out of the plane by the same component \(m\). The in-plane parts keep their 120-degree angles and have squared length \(S^2-m^2\), so the true classical bond energy is

\[
J\left[m^2-\tfrac12(S^2-m^2)\right]=-\tfrac12JS^2+\tfrac32Jm^2 .
\]

The tilt costs energy. The tempting Hamiltonian assigns it no cost, because it sees a uniform rotation of parallel spins.

The fault is the factor \(\cos120^\circ\) in front of all three components. The local axes are rotated about the plane normal, and such a rotation leaves the normal component alone. The product of the normal components must keep its coefficient \(+1\).

## The right solution

**Bond in local axes.** Take local axes

\[
\hat{\mathbf z}_i=(\cos\theta_i,\sin\theta_i,0),\quad
\hat{\mathbf x}_i=(-\sin\theta_i,\cos\theta_i,0),\quad
\hat{\mathbf y}_i=(0,0,1),
\]

which are right-handed. With \(\Delta=\theta_j-\theta_i\), the scalar products are \(\hat{\mathbf z}_i\cdot\hat{\mathbf z}_j=\hat{\mathbf x}_i\cdot\hat{\mathbf x}_j=\cos\Delta\), \(\hat{\mathbf x}_i\cdot\hat{\mathbf z}_j=\sin\Delta\) and \(\hat{\mathbf z}_i\cdot\hat{\mathbf x}_j=-\sin\Delta\). Hence

\[
\mathbf S_i\cdot\mathbf S_j=S^y_iS^y_j-\tfrac12(S^z_iS^z_j+S^x_iS^x_j)+\sin\Delta\,(S^x_iS^z_j-S^z_iS^x_j).
\]

The sine terms contain odd numbers of bosons. Their linear part is \(S\sin\Delta\,(S^x_i-S^x_j)\). Collected at one site, it carries the sum of \(\sin(\theta_j-\theta_i)\) over six neighbours, three at \(+120\) and three at \(-120\) degrees, which is zero. What remains is cubic or higher, so the sine terms do drop out here.

**Quadratic Hamiltonian.** For \(i\ne j\),

\[
S^x_iS^x_j=\tfrac S2\left(a_i^\dagger a_j+a_ia_j+\text{h.c.}\right),\qquad
S^y_iS^y_j=\tfrac S2\left(a_i^\dagger a_j-a_ia_j+\text{h.c.}\right).
\]

The hopping coefficient is \(-\tfrac S4+\tfrac S2=\tfrac S4\), and the pair coefficient is \(-\tfrac S4-\tfrac S2=-\tfrac{3S}4\). A bond therefore gives

\[
J\left[-\tfrac12S^2+\tfrac S2(n_i+n_j)+\tfrac S4(a_i^\dagger a_j+\text{h.c.})-\tfrac{3S}4(a_ia_j+\text{h.c.})\right].
\]

With \(a_i=N^{-1/2}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf r_i}a_{\mathbf k}\) for \(N\) sites, the bond sums are

\[
\sum_{\langle ij\rangle}(n_i+n_j)=6\sum_{\mathbf k}a^\dagger_{\mathbf k}a_{\mathbf k},\quad
\sum_{\langle ij\rangle}(a_i^\dagger a_j+\text{h.c.})=6\sum_{\mathbf k}\gamma_{\mathbf k}a^\dagger_{\mathbf k}a_{\mathbf k},\quad
\sum_{\langle ij\rangle}a_ia_j=3\sum_{\mathbf k}\gamma_{\mathbf k}a_{\mathbf k}a_{-\mathbf k}.
\]

Up to a constant,

\[
H_2=\sum_{\mathbf k}\left[A_{\mathbf k}a^\dagger_{\mathbf k}a_{\mathbf k}+\tfrac12B_{\mathbf k}(a_{\mathbf k}a_{-\mathbf k}+\text{h.c.})\right],
\]

\[
A_{\mathbf k}=3JS\left(1+\tfrac12\gamma_{\mathbf k}\right),\qquad B_{\mathbf k}=-\tfrac92JS\gamma_{\mathbf k}.
\]

**Diagonalization.** Put \(a_{\mathbf k}=u\,b_{\mathbf k}-v\,b^\dagger_{-\mathbf k}\), with \(u=\cosh\phi\) and \(v=\sinh\phi\), so that \(u^2-v^2=1\) preserves the commutators. For the pair \((\mathbf k,-\mathbf k)\), the coefficient of \(b_{\mathbf k}b_{-\mathbf k}\) is \(-2uvA+(u^2+v^2)B\). It vanishes when \(\tanh2\phi=B/A\). The coefficient of \(b^\dagger_{\mathbf k}b_{\mathbf k}\) is then

\[
A\cosh2\phi-B\sinh2\phi=\sqrt{A^2-B^2}=\omega_{\mathbf k}.
\]

The two factors of \(A^2-B^2\) are

\[
A+B=3JS(1-\gamma_{\mathbf k}),\qquad A-B=3JS(1+2\gamma_{\mathbf k}),
\]

and so

\[
\boxed{\;\omega_{\mathbf k}=3JS\sqrt{(1-\gamma_{\mathbf k})(1+2\gamma_{\mathbf k})}\;}
\]

The factors have a direct meaning. Define \(x_{\mathbf k}=(a_{\mathbf k}+a^\dagger_{-\mathbf k})/\sqrt2\) and \(p_{\mathbf k}=(a_{\mathbf k}-a^\dagger_{-\mathbf k})/(i\sqrt2)\), which are the Fourier components of \(S^x/\sqrt S\) and \(S^y/\sqrt S\). Multiplying out the products gives, up to a constant,

\[
H_2=\tfrac12\sum_{\mathbf k}\left[(A+B)x_{\mathbf k}x_{-\mathbf k}+(A-B)p_{\mathbf k}p_{-\mathbf k}\right].
\]

Thus \(A+B\) is the stiffness for in-plane motion and \(A-B\) that for out-of-plane motion. The tempting solution had the first right and used it for both. At \(\mathbf k=0\) the second is \(9JS\), which gives \(\tfrac92Jm^2\) per site. This agrees with the tilt calculation: three bonds per site at \(\tfrac32Jm^2\) each.

## The three Goldstone modes

Write \(p_1=\mathbf k\cdot\mathbf a_1\) and \(p_2=\mathbf k\cdot\mathbf a_2\). Expanding the square shows that

\[
3+6\gamma_{\mathbf k}=\left|1+e^{ip_1}+e^{-ip_2}\right|^2\ge0 ,
\]

so \(-\tfrac12\le\gamma_{\mathbf k}\le1\), and \(\omega\) vanishes only at the two ends of this range.

- \(\gamma=1\) requires all three cosines to equal 1, hence \(\mathbf k=0\).
- \(\gamma=-\tfrac12\) requires three unit vectors to sum to zero, hence \(p_1=p_2=\pm2\pi/3\). These are the zone corners \(\pm\mathbf K\), with \(|\mathbf K|=4\pi/3\approx4.189\).

At \(\mathbf k=0\) the in-plane stiffness vanishes: the soft motion is a rotation of all spins about the plane normal. At \(\pm\mathbf K\) the out-of-plane stiffness vanishes. A rotation by a small angle \(\epsilon\) about the in-plane axis \((\cos\alpha,\sin\alpha,0)\) changes the normal component by \(\epsilon S\sin(\theta_i-\alpha)\). Because \(\theta_i=\mathbf K\cdot\mathbf r_i\), this pattern is built from the wavevectors \(\pm\mathbf K\). Two independent in-plane axes account for the two corners.

**Velocities.** For small \(\mathbf q\), use \(\sum_n(\mathbf q\cdot\mathbf a_n)^2=\tfrac32q^2\). Near \(\mathbf k=0\) this gives \(\gamma\approx1-q^2/4\). Near \(\pm\mathbf K\),

\[
\cos\left(\pm\tfrac{2\pi}3+x\right)=-\tfrac12\cos x\mp\tfrac{\sqrt3}2\sin x ,
\]

and the linear terms cancel because \(\sum_n\mathbf a_n=0\), leaving \(\gamma\approx-\tfrac12+q^2/8\). Therefore

\[
\omega\approx3JS\sqrt{\tfrac{q^2}4\cdot3}=\tfrac{3\sqrt3}2JSq\approx2.598\,JSq\quad(\mathbf k\approx0),
\]

\[
\omega\approx3JS\sqrt{\tfrac32\cdot\tfrac{q^2}4}=\tfrac{3\sqrt6}4JSq\approx1.837\,JSq\quad(\mathbf k\approx\pm\mathbf K).
\]

All three modes are linear, and the velocities differ by a factor \(\sqrt2\). Between the zeros, \((1-\gamma)(1+2\gamma)\) is largest at \(\gamma=\tfrac14\), where its value is \(\tfrac98\). The band top is therefore \(9JS/(2\sqrt2)\approx3.182\,JS\).

## The moment reduction

The ordered moment is \(\langle S^z_i\rangle=S-\langle n_i\rangle\). In the vacuum of the \(b\) bosons, \(\langle a^\dagger_{\mathbf k}a_{\mathbf k}\rangle=v^2=\tfrac12(\cosh2\phi-1)\), so

\[
\Delta S=\frac1N\sum_{\mathbf k}\frac12\left(\frac{A_{\mathbf k}}{\omega_{\mathbf k}}-1\right)
=\frac12\left\langle\frac{1+\gamma_{\mathbf k}/2}{\sqrt{(1-\gamma_{\mathbf k})(1+2\gamma_{\mathbf k})}}-1\right\rangle_{\text{zone}} .
\]

Both \(J\) and \(S\) cancel. Near the zeros \(A\) tends to \(\tfrac92JS\) at \(\mathbf k=0\) and to \(\tfrac94JS\) at \(\pm\mathbf K\). The boson number therefore diverges as \(0.866/q\) and \(0.612/q\). The area element \(q\,dq\,d\varphi\) makes this integrable in two dimensions.

**Integration.** The points equivalent to \(0\) and \(\pm\mathbf K\) divide the zone into six equilateral triangles, which rotations by 60 degrees map onto each other. One triangle suffices. Join its centroid to the corners and to the edge midpoints, giving six pieces of equal area, each with one singular corner \(\mathbf c\). In a piece, write

\[
\mathbf k=\mathbf c+s\left[(1-t)\mathbf e+t\mathbf g\right],\qquad 0\le s,t\le1,
\]

where \(\mathbf e\) and \(\mathbf g\) lead from \(\mathbf c\) to the midpoint and the centroid. The area element is proportional to \(s\,ds\,dt\), and its factor \(s\) cancels the \(1/s\) divergence. Gauss quadrature in \(s\) and \(t\) then gives the contributions of the regions around \(0\), \(\mathbf K\) and \(-\mathbf K\):

\[
\Delta S=0.1154+0.0730+0.0730\approx\boxed{0.261}
\]

A uniform mesh converges slowly, since the disc of radius \(h\) around a singular point contributes in proportion to \(\int_0^h(1/q)\,q\,dq=h\), and a mesh of spacing \(h\) does not resolve it. Meshes of \(36\times36\) and \(72\times72\) points in \(p_1\) and \(p_2\), shifted by half a spacing in each so that no point falls on a zero of \(\omega\), give 0.25006 and 0.25568. Removing an error proportional to the spacing yields \(2(0.25568)-0.25006=0.26130\), in agreement with the quadrature. These mesh values come from a separate three-sublattice calculation in the numerical check.

## What the result is worth

For \(S=\tfrac52\) the moment is \(2.5-0.2613=2.2387\), or 89.5 percent of the classical value. For \(S=\tfrac12\) it is \(0.5-0.2613=0.2387\), or 47.7 percent. The correction then exceeds half of the quantity it corrects, and the neglected terms cannot be assumed small. They include the cubic terms from \(\sin\Delta\), which are present because the order is not collinear.

The result also requires zero temperature. Thermal bosons add \((A/\omega)\,n_B(\omega)\) to the boson number, where \(n_B\approx k_BT/\omega\) at small \(\omega\). This grows as \(1/q^2\), and its two-dimensional integral diverges logarithmically, so within this theory the assumed long-range order does not survive at any \(T>0\).

## Values computed for the example and the checks

```
classical energy per site: -1.5000 J S^2
null vectors of linearized motion: 3
largest error of omega^2, 6x6 cluster: 3.4e-14 (J S)^2
zero 1: p1/2pi = 0.0000, p2/2pi = 0.0000
zero 2: p1/2pi = 0.3333, p2/2pi = 0.3333
zero 3: p1/2pi = 0.6667, p2/2pi = 0.6667
corner K: (2.0944, 3.6276) 1/a
length of K: 4.1888 1/a
weight of out-of-plane rotations at +-K: 1.0000
velocity at k = 0: 2.5981 J S a/hbar
velocity at +-K: 1.8371 J S a/hbar
velocity ratio: 1.4142
energy at edge midpoint M: 2.0000 J S
band top: 3.1820 J S
q times boson number near k = 0: 0.866 1/a
q times boson number near K: 0.612 1/a
share of dS from region around k = 0: 0.11539
share of dS from region around K: 0.07295
share of dS from region around -K: 0.07295
moment reduction dS: 0.261303
change of dS from 16 to 24 Gauss points: 1.1e-14
dS, three sublattices, 36x36 mesh: 0.25006
dS, three sublattices, 72x72 mesh: 0.25568
dS, three sublattices, extrapolated: 0.26130
S = 0.5: moment 0.2387, 47.7 percent of S
S = 1.0: moment 0.7387, 73.9 percent of S
S = 1.5: moment 1.2387, 82.6 percent of S
S = 2.5: moment 2.2387, 89.5 percent of S
```
